\section*{Nominal and self-consistent double counting in a p-d cluster}

\section{The problem}

A correlated d orbital hybridizes with one ligand p orbital. Each orbital has two spin states, and the cluster holds $M$ electrons. Its Hamiltonian is
\begin{equation}
H=(\varepsilon_d-V)N_d+\varepsilon_pN_p+t\sum_\sigma\left(d_\sigma^\dagger p_\sigma+p_\sigma^\dagger d_\sigma\right)+U\,n_{d\uparrow}n_{d\downarrow},
\label{eq:H}
\end{equation}
where $N_d$ and $N_p$ are number operators and $t>0$. The levels $\varepsilon_d$ and $\varepsilon_p$ stand for the output of a density-functional calculation. They already contain an average of the d-d repulsion, and the double-counting potential $V$ is meant to remove it. In the fully localized limit (FLL) this average is modelled by
\begin{equation}
E_{\rm dc}(N)=\tfrac12UN(N-1),\qquad V=\frac{dE_{\rm dc}}{dN}=U\left(N-\tfrac12\right).
\label{eq:fll}
\end{equation}
The form comes from an operator identity. Since $n_{d\sigma}^2=n_{d\sigma}$, one has $N_d^2=N_d+2n_{d\uparrow}n_{d\downarrow}$, so the interaction in \eqref{eq:H} equals $\frac12UN_d(N_d-1)$. FLL replaces the operator $N_d$ by a number $N$. With a single d orbital there is no Hund exchange to include.

The reference state has $M=3$ and the ionic configuration $d^1p^2$. Two choices of $N$ are to be compared:
\begin{itemize}
\item nominal: $N=1$, the ionic occupancy;
\item self-consistent: $N=\langle N_d\rangle$ in the three-electron ground state of $H$ itself.
\end{itemize}
The levels $\varepsilon_d,\varepsilon_p$ stay fixed in both. The gap is
\begin{equation}
G=E(4)+E(2)-2E(3),
\label{eq:gapdef}
\end{equation}
where $E(M)$ is the ground-state energy for $M$ electrons and $V$ keeps its three-electron value. The full double-counting correction also contains the constant $VN-E_{\rm dc}(N)$. It is the same for all three electron numbers and cancels in $G$, because $1+1-2=0$.

Take the round model parameters $U=8$ eV, $t=1.2$ eV and $\varepsilon_d-\varepsilon_p=1$ eV. How does $V$ enter the charge-transfer energy, and by how much do the d occupancy and the gap differ between the two choices? The algebra is in atomic units, the numbers in eV.

\section{A tempting solution}

The potential $V$ is a one-body shift of the d level. The ligand shell is full and can be left aside, so the d shell holds one electron. Adding an electron gives $d^2$ and removing one gives $d^0$:
\begin{align}
E(d^2)-E(d^1)&=\left[2(\varepsilon_d-V)+U\right]-(\varepsilon_d-V)=\varepsilon_d-V+U,\\
E(d^1)-E(d^0)&=\varepsilon_d-V.
\end{align}
Both energies move by $-V$, and their difference is $G=U=8$ eV whatever $V$ is. The occupancy is 1, so the self-consistent $N$ equals the nominal one. The two choices agree, and double counting has no effect on either quantity.

\section{Where it fails}

The algebra of the d shell is right; the assumption about where the electrons go is not. By the Hellmann--Feynman theorem $dE(M)/dV=\langle\partial H/\partial V\rangle=-N_d(M)$, where $N_d(M)$ is the ground-state d occupancy for $M$ electrons. Hence
\begin{equation}
\frac{dG}{dV}=-\left[N_d(4)+N_d(2)-2N_d(3)\right].
\label{eq:slope}
\end{equation}
The tempting solution inserts $2+0-2\times1=0$. The doubtful entry is $N_d(2)=0$, which says that the removed electron comes from the d orbital.

Compare the two-electron configurations at $t=0$. Their energies are $2(\varepsilon_d-V)+U$ for $d^2p^0$, $\varepsilon_d-V+\varepsilon_p$ for $d^1p^1$, and $2\varepsilon_p$ for $d^0p^2$. With the nominal $V=U/2=4$ eV and $\varepsilon_p=0$, they are $2$, $-3$ and $0$ eV. The lowest is $d^1p^1$: the electron is taken from the ligand. The bracket in \eqref{eq:slope} is then $2+1-2=1$, and the gap falls as fast as $V$ rises.

There is a second fault. Hopping mixes $d^2p^1$ into the three-electron state, so $N_d(3)$ exceeds 1 and the self-consistent $V$ differs from the nominal one. Both faults come from leaving the ligand aside.

\section{The right solution}

\subsection{The charge-transfer energy}

Define $\Delta$ as the energy of $d^2p^1$ minus that of $d^1p^2$ at $t=0$:
\begin{align}
\Delta&=\left[2(\varepsilon_d-V)+U+\varepsilon_p\right]-\left[\varepsilon_d-V+2\varepsilon_p\right]\nonumber\\
&=\varepsilon_d-\varepsilon_p+U-V.
\label{eq:Delta}
\end{align}
At fixed $M$ we have $N_p=M-N_d$, so the one-body levels in \eqref{eq:H} give
\begin{align}
(\varepsilon_d-V)N_d+\varepsilon_pN_p
&=(\varepsilon_d-V-\varepsilon_p)N_d+\varepsilon_pM\nonumber\\
&=(\Delta-U)N_d+\varepsilon_pM.
\label{eq:renorm}
\end{align}
The last term is a constant for given $M$, and it cancels in $G$ because $4+2-2\times3=0$. It is dropped from here on. What remains of $V$ sits in $\Delta$ alone: a double-counting shift $\delta V$ changes the charge-transfer energy by $-\delta V$ and does nothing else to the occupancy or the gap.

Inserting the FLL potential \eqref{eq:fll} gives
\begin{equation}
\Delta=\Delta_0-U(N-1),\qquad \Delta_0=\varepsilon_d-\varepsilon_p+\tfrac12U.
\label{eq:Delta0}
\end{equation}
The nominal choice has $\Delta=\Delta_0=1+4=5$ eV. An input occupancy above 1 lowers $\Delta$.

\subsection{Three electrons}

Take the states with two spin-up electrons and one spin-down electron. The spin-up electrons fill both orbitals and cannot hop. The spin-down electron sits on p ($d^1p^2$) or on d ($d^2p^1$). By \eqref{eq:renorm} the diagonal energies are $\Delta-U$ and $2(\Delta-U)+U=2\Delta-U$, and the coupling has magnitude $t$. The lower eigenvalue is
\begin{equation}
E(3)=\tfrac12\left(3\Delta-2U-R\right),\qquad R=\sqrt{\Delta^2+4t^2}.
\label{eq:E3}
\end{equation}
Since $\Delta$ multiplies $N_d$ in the Hamiltonian, the occupancy is $N_d(3)=dE(3)/d\Delta$. With $dR/d\Delta=\Delta/R$ this is
\begin{equation}
N_d(3)=1+f(\Delta),\qquad f(\Delta)=\frac12\left(1-\frac{\Delta}{R}\right).
\label{eq:f}
\end{equation}
The excess $f$ is the weight of $d^2p^1$. It vanishes for $\Delta\gg t$ and is $\frac12$ at $\Delta=0$. The opposite spin projection gives the same result.

For the nominal choice $R=\sqrt{25+4(1.44)}=5.546$ eV and
\begin{equation}
N_d(3)=1+\tfrac12\left(1-\frac{5}{5.546}\right)=1.049.
\end{equation}

\subsection{Self-consistency}

Write the self-consistent occupancy as $N=1+x$. Equations \eqref{eq:Delta0} and \eqref{eq:f} require
\begin{equation}
x=f(\Delta_0-Ux).
\label{eq:sc}
\end{equation}
The response of the occupancy to the potential, using $d\Delta/dV=-1$, is
\begin{equation}
\chi=\frac{dN_d(3)}{dV}=-\frac{df}{d\Delta}
=\frac12\left(\frac1R-\frac{\Delta^2}{R^3}\right)=\frac{2t^2}{R^3}>0.
\label{eq:chi}
\end{equation}
The right side of \eqref{eq:sc} therefore rises with $x$, with slope $U\chi$. The feedback is positive: more d charge raises $V$, which lowers $\Delta$ and draws in more d charge.

Iterate from $x_0=0$. The first step gives $x_1=f(\Delta_0)>0$, which is the nominal result. Because the right side rises with $x$, $x_k>x_{k-1}$ implies $x_{k+1}>x_k$. For any root $x_*$, $x_k<x_*$ likewise implies $x_{k+1}<x_*$. The iterates thus climb to the lowest root, which lies above the nominal excess. Here the occupancies run
\[
1,\quad1.0492,\quad1.0566,\quad1.0578,\quad1.0580,\ \ldots
\]
and converge to $N=1.0581$. Near the root each step multiplies the error by $U\chi=0.17$. The converged potential and charge-transfer energy are
\begin{align}
V&=8\,(1.0581-0.5)=4.46\ \text{eV},\\
\Delta&=5-8\,(0.0581)=4.54\ \text{eV}.
\end{align}

A linear estimate shows the size of the feedback. Expanding \eqref{eq:sc} to first order in $x$ gives $x\simeq f(\Delta_0)+U\chi_0x$, where $\chi_0$ is the response at $\Delta_0$ and $U\chi_0=0.135$. Hence
\begin{equation}
x\simeq\frac{f(\Delta_0)}{1-U\chi_0}=\frac{0.0492}{1-0.135}=0.0569.
\end{equation}
This falls slightly below 0.0581 because $\chi$ grows as $\Delta$, and with it $R$, decreases.

The occupancies \emph{obtained} with the two choices differ by only 0.009. The occupancies \emph{put into} $V$ differ by 0.058, and $U$ turns this into a shift of 0.46 eV.

\subsection{The gap}

With four electrons both orbitals are full and hopping is blocked:
\begin{equation}
E(4)=2(\Delta-U)+U=2\Delta-U.
\label{eq:E4}
\end{equation}

With two electrons the singlet states are
\begin{align}
|d^2\rangle&=d_\uparrow^\dagger d_\downarrow^\dagger|0\rangle,\qquad
|p^2\rangle=p_\uparrow^\dagger p_\downarrow^\dagger|0\rangle,\nonumber\\
|s\rangle&=\tfrac1{\sqrt2}\left(d_\uparrow^\dagger p_\downarrow^\dagger-d_\downarrow^\dagger p_\uparrow^\dagger\right)|0\rangle.
\end{align}
Hopping one electron out of $|d^2\rangle$ gives
\begin{equation}
t\left(p_\uparrow^\dagger d_\downarrow^\dagger+d_\uparrow^\dagger p_\downarrow^\dagger\right)|0\rangle
=t\left(d_\uparrow^\dagger p_\downarrow^\dagger-d_\downarrow^\dagger p_\uparrow^\dagger\right)|0\rangle
=\sqrt2\,t\,|s\rangle,
\end{equation}
and hopping one out of $|p^2\rangle$ gives the same state. Both couplings are therefore $\sqrt2\,t$. The diagonal energies are $2\Delta-U$ for $|d^2\rangle$, $0$ for $|p^2\rangle$ and $\Delta-U$ for $|s\rangle$. Measured from the last, they are $\Delta$, $U-\Delta$ and $0$. For amplitudes $a,b,c$ on $|d^2\rangle,|p^2\rangle,|s\rangle$ and an eigenvalue $e$ on this scale,
\begin{align}
(e-\Delta)\,a&=\sqrt2\,t\,c,\nonumber\\
(e-U+\Delta)\,b&=\sqrt2\,t\,c,\nonumber\\
e\,c&=\sqrt2\,t\,(a+b).
\end{align}
Eliminating $a$ and $b$ gives
\begin{equation}
e=\frac{2t^2}{e-\Delta}+\frac{2t^2}{e-U+\Delta}.
\label{eq:e}
\end{equation}
Let $0<\Delta<U$. For $e<0$ the left side minus the right side has derivative $1+2t^2/(e-\Delta)^2+2t^2/(e-U+\Delta)^2>0$. It runs from $-\infty$ to the positive value $2t^2/\Delta+2t^2/(U-\Delta)$ at $e=0$, so there is one negative root. The triplet $d^1p^1$ cannot hop and stays at $e=0$. The ground state is thus the singlet with
\begin{equation}
E(2)=\Delta-U+e,\qquad e<0.
\label{eq:E2}
\end{equation}

Putting \eqref{eq:E3}, \eqref{eq:E4} and \eqref{eq:E2} into \eqref{eq:gapdef},
\begin{equation}
G=(2\Delta-U)+(\Delta-U+e)-(3\Delta-2U-R)=R+e.
\label{eq:gap}
\end{equation}
The roots of \eqref{eq:e} are $e=-1.160$ eV for the nominal and $-1.134$ eV for the self-consistent choice, so
\begin{align}
G_{\rm nom}&=5.546-1.160=4.386\ \text{eV},\\
G_{\rm sc}&=5.131-1.134=3.997\ \text{eV}.
\end{align}
Self-consistency narrows the gap by 0.39 eV (0.0143 hartree), about 9\% of the nominal gap.

Equation \eqref{eq:slope} accounts for this change. The computed occupancies give
\begin{align}
\left.\frac{dG}{dV}\right|_{\rm nom}&=-\left[2+0.927-2(1.049)\right]=-0.83,\\
\left.\frac{dG}{dV}\right|_{\rm sc}&=-\left[2+0.962-2(1.058)\right]=-0.85.
\end{align}
Their mean times the shift of $V$ is $-0.84\times0.4645=-0.39$ eV. The entry the tempting solution set to zero, $N_d(2)$, is in fact close to 1.

\subsection{Limits of the gap formula}

For $t$ small against both $\Delta$ and $U-\Delta$, $R\simeq\Delta+2t^2/\Delta$. Setting $e=0$ on the right of \eqref{eq:e} gives $e\simeq-2t^2/\Delta-2t^2/(U-\Delta)$. The terms in $1/\Delta$ cancel and
\begin{equation}
G=\Delta-\frac{2t^2}{U-\Delta}+O(t^4).
\end{equation}
To lowest order the gap is the charge-transfer energy, which is why it follows $V$. For the nominal choice this formula gives $5-2.88/3=4.04$ eV against 4.39 eV from \eqref{eq:gap}, so $t=1.2$ eV is too large for the expansion to be accurate here.

For $\Delta>U$ the lowest two-electron configuration at $t=0$ is $d^0p^2$, because its energy $0$ lies below $\Delta-U$. The removed electron then does come from the d orbital, and $G=(2\Delta-U)+0-2(\Delta-U)=U$. This is the regime in which the tempting solution gives the right gap, at $t=0$.

\section{When self-consistency has several answers}

At a root of \eqref{eq:sc}, $\Delta_0=\Delta+Uf(\Delta)$. The number of solutions is the number of values $\Delta$ that give the prescribed $\Delta_0$. The right side has slope $1-U\chi$, and since $R\ge2t$,
\begin{equation}
\chi=\frac{2t^2}{R^3}\le\frac{2t^2}{(2t)^3}=\frac1{4t}.
\end{equation}
If $U<4t$ the slope is positive everywhere and the solution is unique. If $U>4t$ the slope is negative for small $|\Delta|$ and positive outside. The function then rises, falls and rises again, and $\Delta_0$ values between its local minimum and maximum have three solutions. The turning points obey $U\chi=1$:
\begin{equation}
R^3=2t^2U,\qquad \Delta=\pm\sqrt{(2t^2U)^{2/3}-4t^2}.
\end{equation}
Here $4t=4.8$ eV is less than $U$, and the window is $3.38<\Delta_0<4.62$ eV, or $|\varepsilon_d-\varepsilon_p|<0.62$ eV. The example, with a level difference of 1 eV, lies outside it and has one solution.

Equal levels, $\varepsilon_d=\varepsilon_p$, lie inside. Then $\Delta_0=U/2$, and
\begin{equation}
\Delta=\frac U2-Uf(\Delta)=\frac U2\,\frac{\Delta}{R},
\end{equation}
so either $\Delta=0$ or $R=U/2=4$ eV. The second case gives $\Delta=\pm\sqrt{16-5.76}=\pm3.2$ eV, with $N=1.1$ and $N=1.9$. There $U\chi=0.36$, and the iteration converges. At $\Delta=0$, $N=1.5$, one finds $U\chi=1.67$, and a small error grows. A loop started at $N=1$ ends at 1.1, and one started at $N=2$ ends at 1.9. The upper solution is mainly $d^2p^1$, so $N=1$ is no longer its natural nominal occupancy. It also has $\Delta<0$, outside the range for which the root of \eqref{eq:e} was discussed.

These results show how the answer depends on the double-counting choice; they do not decide which choice is better. In a calculation with full charge self-consistency $\varepsilon_d$ and $\varepsilon_p$ would also respond to the d charge, and the shift of $\Delta$ would no longer be $-U(N-1)$ alone. If, for instance, $\varepsilon_d$ rose by $\alpha U(N-1)$, the self-consistent choice would have $\Delta=\Delta_0-(1-\alpha)U(N-1)$. The feedback slope would then be $(1-\alpha)U\chi$, several solutions would need $(1-\alpha)U>4t$, and for $\alpha=1$ the feedback would vanish. The positive feedback and the three solutions found here thus belong to the model with fixed levels. The formulas for the occupancy, the gap and its slope were checked numerically against diagonalization of \eqref{eq:H} in its full 16-state space.

\section*{Computed values}
\begin{verbatim}
U = 8.0 eV, hopping t = 1.2 eV
level_d - level_p = 1.0 eV
--- nominal FLL ---
double-counting potential V = 4.0000 eV
charge-transfer energy = 5.0000 eV
splitting R = 5.5462 eV
d occupancy, 3 electrons = 1.04924
d occupancy, 2 electrons = 0.92713
d occupancy, 4 electrons = 2.00000
pair energy e = -1.1599 eV
gap = 4.3863 eV
d(gap)/dV = -0.8287 (dimensionless)
feedback U*chi = 0.1351 (dimensionless)
--- self-consistent FLL ---
double-counting potential V = 4.4645 eV
charge-transfer energy = 4.5355 eV
splitting R = 5.1314 eV
d occupancy, 3 electrons = 1.05806
d occupancy, 2 electrons = 0.96199
d occupancy, 4 electrons = 2.00000
pair energy e = -1.1342 eV
gap = 3.9972 eV
d(gap)/dV = -0.8459 (dimensionless)
feedback U*chi = 0.1705 (dimensionless)
--- self-consistent minus nominal ---
change of V = 0.4645 eV
change of charge-transfer energy = -0.4645 eV
change of d occupancy = 0.00882
change of gap = -0.3891 eV
change of gap = -0.01430 hartree
integral of d(gap)/dV = -0.3891 eV
linear estimate of self-consistent N - 1 = 0.05693
loop occupancies: 1.00000, 1.04924, 1.05658, 1.05781, 1.05802, 1.05805
measured loop error ratio = 0.1705
small-t gap, nominal = 4.0400 eV
--- several solutions ---
4t = 4.80 eV
window of nominal ct: 3.3798 to 4.6202 eV
window of level_d - level_p: -0.6202 to 0.6202 eV
equal levels, start N=1: N = 1.10000, ct = 3.2000 eV
equal levels, start N=2: N = 1.90000, ct = -3.2000 eV
U*chi at outer roots = 0.3600
U*chi at middle root N=3/2 = 1.6667
\end{verbatim}
